# Cavity polaritons from the Casida equation extended to quantized modes, part 1

(Sections cited here and not found follow in the second part.)

A molecule or a point defect placed in a small optical cavity with a mode tuned to one of its absorption lines shows two lines in place of that one, the lower and upper polaritons, provided the coupling is strong enough compared with the linewidths. Ordinary linear-response TDDFT finds excitation energies from the Casida eigenvalue problem, which knows nothing of the mode. The problem below extends that equation to quantized modes, solves it for one transition and one mode, and finds where the result stops being exact.

Hartree atomic units are used. The nuclei are fixed, the modes are lossless, and the field is uniform over the system (dipole approximation). With \(\hat{\mathbf R}=\sum_i\hat{\mathbf r}_i\), the length-gauge Pauli-Fierz Hamiltonian is
\[
\hat H=\hat H_e+\sum_\alpha \tfrac12\Big[\hat p_\alpha^2+(\omega_\alpha\hat q_\alpha-\boldsymbol\lambda_\alpha\cdot\hat{\mathbf R})^2\Big],\qquad [\hat q_\alpha,\hat p_\beta]=i\delta_{\alpha\beta}.
\]
The square contains the mode energy \(\tfrac12\omega^2\hat q^2\), the coupling \(-\omega\hat q\,\boldsymbol\lambda\cdot\hat{\mathbf R}\), and the dipole self-energy (DSE) \(\tfrac12(\boldsymbol\lambda\cdot\hat{\mathbf R})^2\). The sign of \(\boldsymbol\lambda\) does not affect the spectrum, since \(\hat q\to-\hat q\), \(\hat p\to-\hat p\) reverses it. To fix its size, write \(\hat q=(\hat a+\hat a^\dagger)/\sqrt{2\omega}\), so that the coupling is \(-\lambda\sqrt{\omega/2}\,(\hat a+\hat a^\dagger)\hat R\) and the vacuum field is \(E_{\rm vac}=\lambda\sqrt{\omega/2}\). A mode of volume \(V\) holds half its zero-point energy in the electric field, \(\tfrac12\varepsilon_0E_{\rm vac}^2V=\hbar\omega/4\). With \(\varepsilon_0=1/4\pi\) this gives \(E_{\rm vac}^2=2\pi\omega/V\) and \(\lambda=\sqrt{4\pi/V}\).

## (a) The coupled Maxwell-Kohn-Sham equations

**Problem.** Find the equation for \(q_\alpha=\langle\hat q_\alpha\rangle\) and the mean-field potential that the modes add to the Kohn-Sham equations. What do they do to the ground state?

**Solution.** The Heisenberg equations are \(\dot{\hat q}=\hat p\) and \(\dot{\hat p}=-\partial\hat H/\partial\hat q=-\omega(\omega\hat q-\boldsymbol\lambda\cdot\hat{\mathbf R})\). They are linear in the operators, so their expectation values close:
\[
\ddot q_\alpha+\omega_\alpha^2q_\alpha=\omega_\alpha\,\boldsymbol\lambda_\alpha\cdot\mathbf R,\qquad \mathbf R=\int \mathbf r\,n(\mathbf r,t)\,d^3r. \tag{1}
\]
This is exact and needs only the density.

For the electrons, replace the expectation value of the square by the square of the expectation value, \(E_M=\sum_\alpha\tfrac12(\omega_\alpha q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf R)^2\). Since \(\delta\mathbf R/\delta n(\mathbf r)=\mathbf r\),
\[
v_M(\mathbf r,t)=\frac{\delta E_M}{\delta n(\mathbf r)}=\sum_\alpha(\boldsymbol\lambda_\alpha\cdot\mathbf r)\,\big(\boldsymbol\lambda_\alpha\cdot\mathbf R-\omega_\alpha q_\alpha\big). \tag{2}
\]
The exact Kohn-Sham potential of quantum-electrodynamical DFT is \(v_{\rm ext}+v_{\rm Hxc}+v_M+v_{\rm pxc}\). The photon exchange-correlation potential \(v_{\rm pxc}\) is defined as the remainder and carries the fluctuations dropped in \(E_M\). Setting it to zero is the photon random-phase approximation, assumed from here on.

In the ground state \(\ddot q=0\), so (1) gives \(\omega_\alpha q_{\alpha,0}=\boldsymbol\lambda_\alpha\cdot\mathbf R_0\) and (2) gives \(v_M=0\). The orbitals are those of the cavity-free system. A permanent dipole, or a shift of origin, which changes \(\mathbf R_0\) by a constant, is absorbed in \(q_0\). If the DSE term \(\boldsymbol\lambda\cdot\mathbf R\) in (2) were dropped, a static field proportional to \(\mathbf R_0\) would remain and the orbitals would depend on the origin.

## (b) The extended Casida equation

**Problem.** For a closed-shell system with real orbitals and an adiabatic kernel \(f_{\rm Hxc}=\delta v_{\rm Hxc}/\delta n\), linearize the equations and bring them to a symmetric eigenvalue problem for \(\Omega^2\).

**Solution.** Let \(i,j\) be occupied and \(a,b\) empty spatial orbitals, \(\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0\), \(\mathbf d_{ia}=\langle i|\mathbf r|a\rangle\). The perturbation is spin independent, so both spins move alike and only singlets appear. Write \(\psi_i=e^{-i\varepsilon_it}[\varphi_i+\sum_pc_{ip}\varphi_p]\). Projecting the Kohn-Sham equation on \(\varphi_a\) and keeping first order gives
\[
i\dot c_{ia}=\varepsilon_{ia}c_{ia}+\delta v_{ia},\qquad \delta v_{ia}=\langle a|\delta v|i\rangle\ \text{real}.
\]
The density change is \(\delta n=2\sum_{ip}(c_{ip}+c_{ip}^*)\varphi_i\varphi_p\), the 2 being spin. Orthonormality requires \(c_{ij}+c_{ji}^*=0\), and relabelling \(i\leftrightarrow j\) in the conjugate term shows that occupied pairs cancel. With \(c_{ia}=u_{ia}+iw_{ia}\), the imaginary and real parts give \(\dot u=\varepsilon w\) and \(\dot w=-\varepsilon u-\delta v\), so
\[
\ddot u_{ia}=-\varepsilon_{ia}^2u_{ia}-\varepsilon_{ia}\delta v_{ia},\qquad \delta n=4\sum_{ia}u_{ia}\varphi_i\varphi_a .
\]
Define \(Q_{ia}=2u_{ia}/\sqrt{\varepsilon_{ia}}\); this scaling puts the same factor \(2\sqrt\varepsilon\) in both relations:
\[
\ddot Q_{ia}=-\varepsilon_{ia}^2Q_{ia}-2\sqrt{\varepsilon_{ia}}\,\delta v_{ia},\qquad \delta n=\sum_{jb}2\sqrt{\varepsilon_{jb}}\,Q_{jb}\varphi_j\varphi_b. \tag{3}
\]
Define \(K_{ia,jb}=(ia|f_{\rm Hxc}|jb)\) and
\[
g_{ia,\alpha}=2\sqrt{\varepsilon_{ia}}\;\boldsymbol\lambda_\alpha\cdot\mathbf d_{ia},\qquad\text{so that}\qquad \boldsymbol\lambda_\alpha\cdot\delta\mathbf R=\sum_{jb}g_{jb,\alpha}Q_{jb}.
\]
The variation of \(v_{\rm Hxc}+v_M\) then gives
\[
2\sqrt{\varepsilon_{ia}}\,\delta v_{ia}=\sum_{jb}4\sqrt{\varepsilon_{ia}}K_{ia,jb}\sqrt{\varepsilon_{jb}}\,Q_{jb}+\sum_\alpha g_{ia,\alpha}\Big(\sum_{jb}g_{jb,\alpha}Q_{jb}-\omega_\alpha\delta q_\alpha\Big),
\]
and (1) gives \(\delta\ddot q_\alpha=-\omega_\alpha^2\delta q_\alpha+\omega_\alpha\sum_{jb}g_{jb,\alpha}Q_{jb}\). Inserting \(Q=F\cos\Omega t\), \(\delta q=G\cos\Omega t\):
\[
\begin{pmatrix}U&V\\V^{T}&W\end{pmatrix}\begin{pmatrix}F\\G\end{pmatrix}=\Omega^2\begin{pmatrix}F\\G\end{pmatrix}, \tag{4}
\]
\[
U_{ia,jb}=U^0_{ia,jb}+\sum_\alpha g_{ia,\alpha}g_{jb,\alpha},\qquad U^0_{ia,jb}=\varepsilon_{ia}^2\delta_{ij}\delta_{ab}+4\sqrt{\varepsilon_{ia}}K_{ia,jb}\sqrt{\varepsilon_{jb}},
\]
\[
V_{ia,\alpha}=-\omega_\alpha g_{ia,\alpha},\qquad W_{\alpha\beta}=\omega_\alpha^2\delta_{\alpha\beta}.
\]
\(U^0\) is the ordinary Casida matrix, \(gg^T\) is the DSE, and \(W\) is the photon block. Call the whole matrix \(M\). In a spin-orbital basis the factors are \(2\sqrt{\varepsilon}K\sqrt\varepsilon\) and \(g=\sqrt{2\varepsilon}\,\boldsymbol\lambda\cdot\mathbf d\); using this \(g\) with only one term per spatial orbital pair makes the resonant splitting too small by a factor \(\sqrt2\).

Equation (4) is not exact. The exact theory adds \(\delta v_{\rm pxc}\) to the matter rows, while (1) fixes the photon rows with no correction. Displacing each mode by its mean, \(\hat q\to\hat q+q(t)\), \(\hat p\to\hat p+\dot q(t)\), the time dependence of the displacement operator \(D\) adds \(-iD^\dagger\dot D=\ddot q\,\hat q-\dot q\,\hat p\) to the Hamiltonian, up to a c-number. The term \(\dot q\,\hat p\) from \(\tfrac12(\hat p+\dot q)^2\) then cancels, and the terms \((\ddot q+\omega^2q)\,\hat q\) sum, by (1), to \(\omega\hat q\,\boldsymbol\lambda\cdot\mathbf R\). The mean \(q\) then survives only as the one-body potential \(-\omega q\,\boldsymbol\lambda\cdot\mathbf r\), already contained in \(v_M\), and the remaining coupling \(-\omega\hat q\,\boldsymbol\lambda\cdot(\hat{\mathbf R}-\mathbf R)\) depends on \(n\) alone. Hence \(\delta v_{\rm pxc}=\int f_{\rm pxc}\,\delta n\): the block \(V\) is exact and only \(U\) is corrected. The exact matrix must also depend on \(\Omega\): a constant matrix has one root per orbital pair and per mode, and cannot produce two-photon or doubly excited states.

## (c) The first-order form

**Problem.** Derive the equivalent problem for \(\Omega\) itself, in amplitudes \(X,Y\) for the electrons and \(M',N'\) for one mode.

**Solution.** Set \(\sqrt2\,c=Xe^{-i\Omega t}+Ye^{i\Omega t}\) and \(\delta\langle\hat a\rangle=M'e^{-i\Omega t}+N'e^{i\Omega t}\), all real. Then \(u=(X+Y)\cos\Omega t/\sqrt2\), \(\delta n=2\sqrt2\sum(X+Y)\varphi\varphi\cos\Omega t\), and \(\delta q=\sqrt{2/\omega}\,(M'+N')\cos\Omega t\). With \(\ell_{ia}=\boldsymbol\lambda\cdot\mathbf d_{ia}\),
\[
\delta v=\big[2\sqrt2\,(K+\ell\ell^T)(X+Y)-\sqrt{2\omega}\,\ell\,(M'+N')\big]\cos\Omega t .
\]
Multiply \(i\dot c=\varepsilon c+\delta v\) by \(\sqrt2\); each exponential receives half of the cosine, so the bracket is multiplied by \(\sqrt2/2\). The mode obeys \(i\,\delta\dot a=\omega\,\delta a-\sqrt{\omega/2}\,\boldsymbol\lambda\cdot\delta\mathbf R\), whose source per exponential is \(-\sqrt{\omega/2}\,\sqrt2\,\ell^T(X+Y)\). With \(B=2K+2\ell\ell^T\), \(A=\varepsilon+B\), \(\gamma=-\sqrt\omega\,\ell\):
\[
\begin{aligned}
\Omega X&=AX+BY+\gamma(M'+N'), & -\Omega Y&=BX+AY+\gamma(M'+N'),\\
\Omega M'&=\omega M'+\gamma^T(X+Y), & -\Omega N'&=\omega N'+\gamma^T(X+Y).
\end{aligned}
\]
Let \(T=X+Y\), \(S=M'+N'\). Subtracting each pair gives \(\Omega T=\varepsilon(X-Y)\) and \(\Omega S=\omega(M'-N')\). Adding gives \(\Omega(X-Y)=(A+B)T+2\gamma S\) and \(\Omega(M'-N')=\omega S+2\gamma^TT\). Hence \(\Omega^2T=\varepsilon[(A+B)T+2\gamma S]\) and \(\Omega^2S=\omega[\omega S+2\gamma^TT]\). With \(F=\varepsilon^{-1/2}T\) and \(G=\omega^{-1/2}S\), the matter block is \(\sqrt\varepsilon(\varepsilon+4K+4\ell\ell^T)\sqrt\varepsilon=U\) and the coupling is \(2\sqrt{\varepsilon\omega}\,\gamma=-\omega g\), which is (4). Deleting the couplings between \(X\) and \(N'\) and between \(Y\) and \(M'\), which create or destroy an electron-hole pair and a photon together, is the rotating-wave approximation for these pairs; \(N'\) decouples altogether only if \(Y\) is dropped as well.

## (d) Effective kernel, spectrum and stability

**Problem.** Eliminate the photon, find the oscillator strengths and their sum, and show what the DSE does for stability.

**Solution.** At frequency \(\Omega\), (1) gives \(\delta q=\omega\,\boldsymbol\lambda\cdot\delta\mathbf R/(\omega^2-\Omega^2)\). In (2), the bracket becomes \(\boldsymbol\lambda\cdot\delta\mathbf R\,[1-\omega^2/(\omega^2-\Omega^2)]\), so the cavity acts as the kernel
\[
f_{\rm eff}(\mathbf r,\mathbf r';\Omega)=\sum_\alpha(\boldsymbol\lambda_\alpha\cdot\mathbf r)(\boldsymbol\lambda_\alpha\cdot\mathbf r')\frac{\Omega^2}{\Omega^2-\omega_\alpha^2}.
\]
The 1 is the DSE. It cancels photon exchange at \(\Omega=0\), so the static polarizability is unchanged at this level. For modes polarized along \(x\), let \(D_{ia}=2\sqrt{\varepsilon_{ia}}\,d_{ia}\). A potential \(x\,\delta E\) in (3) gives \((U^0-\Omega^2)Q=-D\,\delta E\), and \(\delta R=D^TQ\), so the cavity-free response is \(\chi_{RR}=\sum_Jf^0_J/(\Omega^2-\Omega_J^2)\), with \(U^0F^0_J=\Omega_J^2F^0_J\) and \(f^0_J=(D\cdot F^0_J)^2\). A self-sustained oscillation with \(\delta R\neq0\) has \(\delta E=\sum_\alpha\lambda_\alpha^2\Omega^2\delta R/(\Omega^2-\omega_\alpha^2)\), which requires
\[
1=\chi_{RR}(\Omega)\sum_\alpha\frac{\lambda_\alpha^2\Omega^2}{\Omega^2-\omega_\alpha^2}. \tag{5}
\]

A weak kick \(\psi_i\to e^{ikx}\psi_i\) sets \(c=ikd\), so \(u=0\), \(w=kd\), and \(\dot Q(0)=2\sqrt\varepsilon\,w=kD\), with the mode at rest. Expanding in the orthonormal eigenvectors \((F_I,G_I)\) of \(M\),
\[
\delta R(t)=k\sum_If_I\frac{\sin\Omega_It}{\Omega_I},\quad f_I=(D\cdot F_I)^2,\qquad \delta q_\alpha(t)=k\sum_I(D\cdot F_I)\,G_{I\alpha}\frac{\sin\Omega_It}{\Omega_I}. \tag{6}
\]
Completeness gives \(\sum_IF_IF_I^T=1\) on the matter block, so \(\sum_If_I=\sum_{ia}4\varepsilon_{ia}d_{ia}^2\), independent of the cavity. For a local potential \(\sum_p2(\varepsilon_p-\varepsilon_i)d_{ip}^2=\langle i|[x,[h,x]]|i\rangle=1\). Summing over the \(N_e/2\) occupied orbitals, occupied pairs cancel by antisymmetry, and \(\sum_If_I=N_e\). These \(f\) refer to one direction; the isotropic average carries a further factor \(1/3\). This factor does not belong in the coupling of an emitter of fixed orientation, where the strength along the mode polarization counts. For many randomly oriented emitters with one transition dipole each, the collective \(g^2\) does contain it, as the mean of \(\cos^2\theta\) between dipole and polarization.

For any vector, multiplying out shows
\[
(Q,\delta q)\,M\,(Q,\delta q)^T=Q^TU^0Q+\sum_\alpha\big(\omega_\alpha\delta q_\alpha-g_\alpha^TQ\big)^2 .
\]
If \(U^0\) is positive definite, the sum vanishes only for \(Q=0\) and then \(\delta q=0\). All \(\Omega^2\) are positive at any coupling. Without the DSE the term \(-\sum_\alpha(g_\alpha^TQ)^2\) is added and the guarantee is lost.

## (e) One transition and one mode

**Problem.** Solve (4) for one transition and one mode.

This part has derived the extended Casida equation (4) within the photon random-phase approximation, together with its first-order form, the cavity kernel, the oscillator-strength sum rule and the role of the DSE in stability. It remains to solve (4) for one transition and one mode, to find when the result is exact and when it fails, and to evaluate it numerically.
